# Point Charge and Ewald Image Energy in an Anisotropic Dielectric: a program that tests the result

```python
# RESULT UNDER TEST (Gaussian units)
# A point charge q in a uniform medium with symmetric positive definite
# dielectric tensor eps has the potential q / sqrt(det(eps) r.eps^-1.r).
# Its periodic array in a neutralizing background, with zero average
# potential, has the image energy per cell
#   q^2/2 { sum_R' erfc(gamma s)/(sqrt(det eps) s)
#         + 4 pi/V sum_G' exp(-G.eps.G/(4 gamma^2))/(G.eps.G)
#         - 2 gamma/sqrt(pi det eps) - pi/(V gamma^2) },
# s = sqrt(R.eps^-1.R), V = cell volume, gamma = free splitting parameter,
# R = lattice vectors, G = reciprocal vectors, primes omit the zero vector.
# Lengths are in nm, energies in eV; q^2 becomes e^2/(4 pi eps0) for |q| = e.
import numpy as np
from scipy import constants as const
from scipy.special import erf, erfc

pi = np.pi
COULOMB = const.e / (4 * pi * const.epsilon_0) * 1e9   # eV nm
identity = np.eye(3)


def scaled_length(r, eps):
    return np.sqrt(np.einsum('...i,ij,...j->...', r, np.linalg.inv(eps), r))


def point_potential(r, eps):
    """Potential of a unit charge, Gaussian units."""
    return 1 / (np.sqrt(np.linalg.det(eps)) * scaled_length(r, eps))


def sphere_rule(n=60):
    """Unit vectors and solid-angle weights."""
    u, w = np.polynomial.legendre.leggauss(n)
    angle = 2 * pi * np.arange(2 * n) / (2 * n)
    rho = np.sqrt(1 - u**2)
    directions = np.stack([np.outer(rho, np.cos(angle)),
                           np.outer(rho, np.sin(angle)),
                           np.outer(u, np.ones(2 * n))], axis=-1)
    return directions.reshape(-1, 3), np.repeat(w * pi / n, 2 * n)


def displacement_field(r, eps, h=1e-4):
    grad = np.stack([(point_potential(r + h * e, eps)
                      - point_potential(r - h * e, eps)) / (2 * h)
                     for e in identity], axis=-1)
    return -grad @ eps


def div_eps_grad(f, r, eps, h=1e-3):
    total = 0.0
    for i in range(3):
        for j in range(3):
            a, b = h * identity[i], h * identity[j]
            total += eps[i, j] * (f(r + a + b) - f(r + a - b)
                                  - f(r - a + b) + f(r - a - b)) / (4 * h * h)
    return total


def lattice_points(basis, metric, cutoff):
    """Nonzero lattice vectors v with sqrt(v.metric.v) <= cutoff."""
    dual = np.linalg.inv(basis).T
    inverse = np.linalg.inv(metric)
    bounds = [int(cutoff * np.sqrt(d @ inverse @ d)) + 1 for d in dual]
    grids = np.meshgrid(*[np.arange(-b, b + 1) for b in bounds], indexing='ij')
    v = np.stack([g.ravel() for g in grids], axis=-1) @ basis
    norm = np.sqrt(np.maximum(np.sum((v @ metric) * v, axis=1), 0))
    keep = (norm > 1e-9) & (norm <= cutoff)
    return v[keep], norm[keep]


def reciprocal(lattice):
    return 2 * pi * np.linalg.inv(lattice).T


def natural_gamma(lattice, eps):
    volume = abs(np.linalg.det(lattice))
    return np.sqrt(pi) * (np.sqrt(np.linalg.det(eps)) / volume)**(1 / 3)


def ewald_terms(lattice, eps, gamma=None):
    """Real, reciprocal, self and background terms for |q| = e, in eV."""
    if gamma is None:
        gamma = natural_gamma(lattice, eps)
    volume, det = abs(np.linalg.det(lattice)), np.linalg.det(eps)
    s = lattice_points(lattice, np.linalg.inv(eps), 6.5 / gamma)[1]
    g = lattice_points(reciprocal(lattice), eps, 13 * gamma)[1]
    return 0.5 * COULOMB * np.array([
        np.sum(erfc(gamma * s) / s) / np.sqrt(det),
        4 * pi / volume * np.sum(np.exp(-g**2 / (4 * gamma**2)) / g**2),
        -2 * gamma / np.sqrt(pi * det),
        -pi / (volume * gamma**2)])


def image_energy(lattice, eps, gamma=None):
    return ewald_terms(lattice, eps, gamma).sum()


def smeared_image_energy(lattice, eps, sigma, screening_length=0.0):
    """Periodic minus isolated energy of spherical Gaussian charges.
    sigma is the rms width per axis. A nonzero screening_length makes the
    dielectric response fall towards 1 at short wavelength."""
    def response(directional_eps, k):
        return 1 + (directional_eps - 1) / (1 + (k * screening_length)**2)
    volume = abs(np.linalg.det(lattice))
    vec, g = lattice_points(reciprocal(lattice), identity, 5.5 / sigma)
    along = np.sum((vec @ eps) * vec, axis=1) / g**2
    periodic = 4 * pi / volume * np.sum(
        np.exp(-(g * sigma)**2) / (g**2 * response(along, g)))
    directions, weights = sphere_rule()
    along = np.sum((directions @ eps) * directions, axis=1)
    x, w = np.polynomial.legendre.leggauss(120)
    k, wk = 3.25 / sigma * (x + 1), 3.25 / sigma * w
    values = np.exp(-(k * sigma)**2) / response(along[:, None], k[None, :])
    isolated = weights @ values @ wk / (2 * pi**2)
    return 0.5 * COULOMB * (periodic - isolated)


# ---- potential: Gauss's law, radial displacement, local field equation ----
eps_test = np.array([[9.0, 2.0, -1.0], [2.0, 6.0, 1.5], [-1.0, 1.5, 4.0]])
directions, weights = sphere_rule()
fluxes = []
for centre in ([0.2, -0.1, 0.3], [1.6, 0.0, 0.0]):
    surface = np.array(centre) + directions
    field = displacement_field(surface, eps_test)
    fluxes.append(weights @ np.sum(field * directions, axis=1))
assert abs(fluxes[0] - 4 * pi) < 1e-5      # charge inside
assert abs(fluxes[1]) < 1e-5               # charge outside
field = displacement_field(directions, eps_test)
assert np.max(np.abs(np.cross(field, directions))) < 1e-6
probe = np.array([0.7, -0.5, 0.9])
residual = div_eps_grad(lambda r: point_potential(r, eps_test), probe, eps_test)
assert abs(residual) < 1e-4

# ---- Gaussian cloud and its potential; average of short-range part ----
gamma_test = 2.0
det_test = np.linalg.det(eps_test)


def cloud_potential(r):
    s = scaled_length(r, eps_test)
    return erf(gamma_test * s) / (np.sqrt(det_test) * s)


cloud_density = (gamma_test**3 / (pi**1.5 * np.sqrt(det_test))
                 * np.exp(-(gamma_test * scaled_length(probe, eps_test))**2))
source = -div_eps_grad(cloud_potential, probe, eps_test) / (4 * pi)
assert abs(source / cloud_density - 1) < 1e-4
r_max = 7 * np.sqrt(np.linalg.eigvalsh(eps_test)[-1]) / gamma_test
x, w = np.polynomial.legendre.leggauss(200)
radius, w_radius = 0.5 * r_max * (x + 1), 0.5 * r_max * w
s_grid = scaled_length(directions, eps_test)[:, None] * radius[None, :]
short_range = erfc(gamma_test * s_grid) / (np.sqrt(det_test) * s_grid)
short_integral = weights @ (short_range * radius**2) @ w_radius
assert abs(short_integral / (pi / gamma_test**2) - 1) < 1e-7

# ---- image energy against spherical charges of vanishing width ----
triclinic = np.array([[1.5, 0.1, 0.0], [0.3, 1.3, 0.2], [-0.2, 0.1, 1.7]])


def point_limit(lattice, eps):
    squares = 0.05**2 * np.array([1.0, 2.0, 4.0])
    energies = [smeared_image_energy(lattice, eps, np.sqrt(v)) for v in squares]
    return np.polyfit(squares, energies, 2)[-1]


ewald_test = image_energy(triclinic, eps_test)
limit_test = point_limit(triclinic, eps_test)
assert abs(ewald_test - limit_test) < 1e-5
gamma0 = natural_gamma(triclinic, eps_test)
for factor in (0.7, 1.5):
    assert abs(image_energy(triclinic, eps_test, factor * gamma0)
               - ewald_test) < 1e-10
values, vectors = np.linalg.eigh(eps_test)
inverse_root = vectors @ np.diag(values**-0.5) @ vectors.T
vacuum = image_energy(triclinic @ inverse_root, identity)
assert abs(vacuum / np.sqrt(det_test) - ewald_test) < 1e-10

# ---- worked example: bulk 2H-WSe2, rough typical parameters ----
a_axis, c_axis, eps_in, eps_out = 0.33, 1.30, 15.0, 7.5
eps_w = np.diag([eps_in, eps_in, eps_out])
eps_scalar = np.trace(eps_w) / 3 * identity


def supercell(n, nz):
    return np.array([[n * a_axis, 0, 0],
                     [-n * a_axis / 2, n * a_axis * np.sqrt(3) / 2, 0],
                     [0, 0, nz * c_axis]])


cell = supercell(6, 1)
terms = ewald_terms(cell, eps_w)
energy = terms.sum()
limit = point_limit(cell, eps_w)
assert abs(energy - limit) < 1e-5
double = image_energy(supercell(12, 2), eps_w)
assert abs(double / energy - 0.5) < 1e-9
phi_in = -COULOMB * point_potential(np.array([1.0, 0, 0]), eps_w)
phi_out = -COULOMB * point_potential(np.array([0, 0, 1.0]), eps_w)
effective_in, effective_out = -COULOMB / phi_in, -COULOMB / phi_out
assert abs(effective_in - np.sqrt(eps_in * eps_out)) < 1e-10
assert abs(effective_out - eps_in) < 1e-10
tall = image_energy(supercell(4, 4), eps_w)
assert tall > 0


# ---- layered medium with the same macroscopic tensor ----
def layered_energy(n, nz, modulation, sigma):
    """Total periodic energy, charge at a layer centre. In-plane eps and
    inverse out-of-plane eps vary as cosines with the layer period c/2."""
    lattice = supercell(n, nz)
    m = np.arange(-6 * nz, 6 * nz + 1)
    gz = 2 * pi * m / (nz * c_axis)
    coupling = 0.5 * (np.abs(m[:, None] - m[None, :]) == 2 * nz)
    unit = np.eye(len(m))
    in_plane = eps_in * (unit + modulation * coupling)
    normal = np.linalg.inv((unit - modulation * coupling) / eps_out)
    normal = gz[:, None] * normal * gz[None, :]
    shape = np.exp(-(gz * sigma)**2 / 2)
    nonzero = m != 0
    total = shape[nonzero] @ np.linalg.solve(
        normal[np.ix_(nonzero, nonzero)], shape[nonzero])
    plane_basis = reciprocal(lattice)[:2, :2]
    for k in lattice_points(plane_basis, np.eye(2), 4.5 / sigma)[1]:
        solution = np.linalg.solve(k**2 * in_plane + normal, shape)
        total += np.exp(-(k * sigma)**2) * (shape @ solution)
    return 2 * pi * COULOMB * total / abs(np.linalg.det(lattice))


width, wide, modulation, screening_length = 0.15, 0.30, 0.6, 0.125
sizes = [(6, 1), (12, 2), (24, 4)]
uniform = [layered_energy(n, nz, 0.0, width) for n, nz in sizes]
layered = [layered_energy(n, nz, modulation, width) for n, nz in sizes]
uniform_step = -np.diff(uniform)
layered_step = -np.diff(layered)
smeared = smeared_image_energy(cell, eps_w, width)
smeared_double = smeared_image_energy(supercell(12, 2), eps_w, width)
assert abs(uniform_step[0] - (smeared - smeared_double)) < 1e-5
layer_effect = layered_step - uniform_step
assert abs(layer_effect[1]) < 0.5 * abs(layer_effect[0])
smeared_wide = smeared_image_energy(cell, eps_w, wide)
dispersive = smeared_image_energy(cell, eps_w, width, screening_length)
soft = image_energy(cell, np.diag([eps_in, eps_in, 0.8 * eps_out]))
kT = const.k * 1000 / const.e

# ---- printed results ----
print(f"e^2/(4 pi eps0) = {COULOMB:.5f} eV nm")
print(f"Test tensor: flux, charge inside = {fluxes[0]:.6f} (4 pi = {4*pi:.6f})")
print(f"Test tensor: flux, charge outside = {fluxes[1]:.1e}")
print(f"Triclinic test cell: Ewald energy = {ewald_test:.6f} eV")
print(f"Triclinic test cell: zero-width limit = {limit_test:.6f} eV")
print("WSe2 model, charge -e, rough typical inputs:")
print(f"a = {a_axis:.2f} nm, c = {c_axis:.2f} nm")
print(f"eps_in = {eps_in:.1f}, eps_out = {eps_out:.1f}")
print(f"det(eps) = {np.linalg.det(eps_w):.1f}")
print(f"Effective constant across the axis = {effective_in:.3f}")
print(f"Effective constant along the axis = {effective_out:.3f}")
print(f"Potential at 1 nm across the axis = {phi_in:.4f} V")
print(f"Potential at 1 nm along the axis = {phi_out:.4f} V")
print(f"6x6x1 cell: atoms = {6*6*1*6}, volume = {np.linalg.det(cell):.4f} nm^3")
print(f"6x6x1 cell: lateral edge = {6*a_axis:.2f} nm, height = {c_axis:.2f} nm")
print(f"Scaled lateral edge = {6*a_axis/np.sqrt(eps_in):.4f} nm")
print(f"Scaled height = {c_axis/np.sqrt(eps_out):.4f} nm")
print(f"gamma = {natural_gamma(cell, eps_w):.4f} nm^-1")
for name, value in zip(("real-space", "reciprocal", "self", "background"), terms):
    print(f"Ewald {name} term = {value:.6f} eV")
print(f"Image energy = {energy:.6f} eV = {energy*const.e*1e21:.3f} zJ")
print(f"Zero-width limit, same cell = {limit:.6f} eV")
print(f"Correction to add = {-energy:.4f} eV")
print(f"kT at 1000 K = {kT:.4f} eV")
print(f"exp(|image energy|/kT) at 1000 K = {np.exp(abs(energy)/kT):.2f}")
print(f"Scalar average constant = {eps_scalar[0, 0]:.2f}")
print("Cell: image energy with tensor, with scalar average (eV)")
for n, nz in ((4, 1), (6, 1), (6, 2), (8, 2), (12, 2), (4, 4)):
    full = image_energy(supercell(n, nz), eps_w)
    average = image_energy(supercell(n, nz), eps_scalar)
    print(f"  {n}x{n}x{nz}: {full:.4f}, {average:.4f}")
print("Neglected effects, 6x6x1 cell unless stated:")
print(f"Charge width {width:.2f} nm: energy shift = {smeared-energy:.5f} eV")
print(f"Charge width {wide:.2f} nm: energy shift = {smeared_wide-energy:.5f} eV")
print(f"Short-wave screening loss, length {screening_length:.3f} nm,")
print(f"  charge width {width:.2f} nm: further shift = {dispersive-smeared:.5f} eV")
print(f"eps_out lower by 20 %: energy shift = {soft-energy:.5f} eV")
print(f"Layer modulation = {modulation:.1f}, charge width = {width:.2f} nm")
print("Energy drop on doubling: point formula, uniform, layered (eV)")
for i, label in enumerate(("6x6x1 to 12x12x2", "12x12x2 to 24x24x4")):
    print(f"  {label}: {energy/2**(i+1):.5f}, "
          f"{uniform_step[i]:.5f}, {layered_step[i]:.5f}")
print(f"Layering effect on the two steps = {layer_effect[0]:.6f}, "
      f"{layer_effect[1]:.6f} eV")
print("ALL CHECKS PASSED")
```

It prints:

```
e^2/(4 pi eps0) = 1.43996 eV nm
Test tensor: flux, charge inside = 12.566371 (4 pi = 12.566371)
Test tensor: flux, charge outside = -3.1e-08
Triclinic test cell: Ewald energy = -0.226428 eV
Triclinic test cell: zero-width limit = -0.226426 eV
WSe2 model, charge -e, rough typical inputs:
a = 0.33 nm, c = 1.30 nm
eps_in = 15.0, eps_out = 7.5
det(eps) = 1687.5
Effective constant across the axis = 10.607
Effective constant along the axis = 15.000
Potential at 1 nm across the axis = -0.1358 V
Potential at 1 nm along the axis = -0.0960 V
6x6x1 cell: atoms = 216, volume = 4.4137 nm^3
6x6x1 cell: lateral edge = 1.98 nm, height = 1.30 nm
Scaled lateral edge = 0.5112 nm
Scaled height = 0.4747 nm
gamma = 3.7283 nm^-1
Ewald real-space term = 0.002426 eV
Ewald reciprocal term = 0.002709 eV
Ewald self term = -0.073734 eV
Ewald background term = -0.036867 eV
Image energy = -0.105466 eV = -16.898 zJ
Zero-width limit, same cell = -0.105466 eV
Correction to add = 0.1055 eV
kT at 1000 K = 0.0862 eV
exp(|image energy|/kT) at 1000 K = 3.40
Scalar average constant = 12.50
Cell: image energy with tensor, with scalar average (eV)
  4x4x1: -0.1300, -0.1315
  6x6x1: -0.1055, -0.0964
  6x6x2: -0.0675, -0.0764
  8x8x2: -0.0650, -0.0657
  12x12x2: -0.0527, -0.0482
  4x4x4: 0.1298, 0.0240
Neglected effects, 6x6x1 cell unless stated:
Charge width 0.15 nm: energy shift = 0.00419 eV
Charge width 0.30 nm: energy shift = 0.01723 eV
Short-wave screening loss, length 0.125 nm,
  charge width 0.15 nm: further shift = -0.00272 eV
eps_out lower by 20 %: energy shift = -0.00767 eV
Layer modulation = 0.6, charge width = 0.15 nm
Energy drop on doubling: point formula, uniform, layered (eV)
  6x6x1 to 12x12x2: -0.05273, -0.04906, -0.04825
  12x12x2 to 24x24x4: -0.02637, -0.02591, -0.02587
Layering effect on the two steps = 0.000815, 0.000044 eV
ALL CHECKS PASSED
```
